# Donor occupation, its spin factor of two, and carrier freeze-out, part 1

(Sections cited here and not found follow in the second part.)

## First half: the occupation of one donor

### What goes wrong without the result

A donor level can hold an electron of either spin, and it is tempting to fill it with the Fermi function. There are two obvious ways to do so, and both fail. Take the chemical potential \(\mu\) equal to the donor energy \(E_d\). If the donor is treated as one ordinary level, the Fermi function gives half an electron on average. If it is treated as two independent levels, one per spin, it gives twice one half, which is one electron. For a donor whose two electrons repel strongly, the correct value is two thirds.

The error does not stay on the donor. In a cold semiconductor without acceptors, the few electrons in the conduction band come from the few donors that have lost theirs. As long as doubly occupied donors are much rarer still than these band electrons, treating the donor as a single spinless level makes the computed carrier density too large by a factor \(\sqrt2\), as the second half shows.

The Fermi function fails because it describes a state that is filled independently of all others. On a donor, whether a spin-up electron can enter depends on whether a spin-down electron is already there. The safe course is to go back one step, list the states of the whole donor, and give each its statistical weight.

### The states of the donor

The model donor has one bound orbital, and no magnetic field acts on it. The energy of the empty donor is set to zero. One electron in the orbital gives the energy \(E_d\), whatever its spin. Two electrons can share the orbital if their spins are opposite. The Pauli principle then allows a single two-electron state, the spin singlet. Its energy is written

\[
E_{\uparrow\downarrow}=2E_d+U ,
\]

which defines the repulsion energy \(U>0\). The first electron costs \(E_d\), and the second costs

\[
(2E_d+U)-E_d=E_d+U .
\]

Electron energies are measured from the bottom of the conduction band. A bound electron has \(E_d=-B\), where \(B>0\) is the binding energy.

| State | Electrons | Energy | Charge of donor |
|---|---|---|---|
| empty | 0 | \(0\) | \(+1\) |
| spin up | 1 | \(E_d\) | \(0\) |
| spin down | 1 | \(E_d\) | \(0\) |
| singlet pair | 2 | \(2E_d+U\) | \(-1\) |

The empty donor is positive because the donor atom brings one more valence electron than the host atom it replaces. "Empty" and "ionized" therefore mean the same thing here.

### The weight of each state

The donor exchanges energy and electrons with the rest of the crystal, which serves as a reservoir at temperature \(T\) and chemical potential \(\mu\). Let the donor be in a definite state \(s\) with energy \(E_s\) and \(N_s\) electrons. The reservoir then has energy \(E_{\rm tot}-E_s\) and \(N_{\rm tot}-N_s\) electrons. All joint states of donor and reservoir are equally likely, so the probability of \(s\) is proportional to the number of reservoir states, \(\exp(S_R/k)\), where \(S_R\) is the reservoir entropy and \(k\) is Boltzmann's constant.

The reservoir is very large, so a first-order expansion of its entropy suffices:

\[
S_R(E_{\rm tot}-E_s,N_{\rm tot}-N_s)
= S_R(E_{\rm tot},N_{\rm tot})
-E_s\frac{\partial S_R}{\partial E}
-N_s\frac{\partial S_R}{\partial N}.
\]

At fixed volume, \(\partial S_R/\partial E=1/T\) and \(\partial S_R/\partial N=-\mu/T\). Hence

\[
P_s=\frac{1}{Z}\,e^{-(E_s-\mu N_s)/kT},\qquad
Z=\sum_s e^{-(E_s-\mu N_s)/kT}.
\]

The sum \(Z\) is the grand partition function. It makes the probabilities add up to one.

Two abbreviations keep the algebra short:

\[
x=e^{(\mu-E_d)/kT},\qquad y=e^{-U/kT}.
\]

The empty state has weight 1, and each one-electron state has weight \(x\). The pair has weight

\[
e^{-(2E_d+U-2\mu)/kT}
=e^{2(\mu-E_d)/kT}\,e^{-U/kT}=x^2y .
\]

Adding the four weights gives

\[
Z=1+2x+x^2y .
\]

The number 2 in this expression counts the two spin states of the neutral donor. It is the source of the degeneracy factor.

### The mean number of electrons

The mean number is the sum of \(N_sP_s\):

\[
\langle n\rangle
=\frac{0\cdot1+1\cdot2x+2\cdot x^2y}{Z}
=\frac{2x+2x^2y}{1+2x+x^2y}.
\]

The same result follows from differentiating \(\ln Z\). Since \(kT\,\partial x/\partial\mu=x\),

\[
kT\frac{\partial\ln Z}{\partial\mu}
=\frac{1}{Z}\left(2x+2x\cdot x\,y\right)=\langle n\rangle .
\]

Within the four-state model this holds for any \(U\). Now let the repulsion make the pair state so costly that its weight can be dropped. Then \(Z=1+2x\) and

\[
\langle n\rangle=\frac{2x}{1+2x}.
\]

Dividing numerator and denominator by \(2x\), and using \(1/x=e^{(E_d-\mu)/kT}\), gives the donor occupation

\[
\boxed{\;\langle n\rangle=\frac{1}{1+\tfrac12\,e^{(E_d-\mu)/kT}}\;}
\]

The probability that the donor is ionized is the weight of the empty state divided by \(Z\):

\[
P_0=\frac{1}{1+2x}=\frac{1}{1+2\,e^{(\mu-E_d)/kT}} .
\]

The factor appears as \(\tfrac12\) in one formula and as 2 in the other because the exponentials are inverses of each other. In both cases it favours the neutral donor, which has two states, over the ionized donor, which has one.

### How good is the neglect of pairs?

A real repulsion is finite, so it makes double occupancy rare without forbidding it. The error follows from subtracting the limiting occupation from the finite-\(U\) one:

\[
\delta=\frac{2x(1+xy)}{Z}-\frac{2x}{1+2x}
=\frac{2x\left[(1+xy)(1+2x)-(1+2x+x^2y)\right]}{(1+2x)\,Z},
\]

with \(Z=1+2x+x^2y\). In the square bracket, the terms \(1+2x\) cancel and leave

\[
xy(1+2x)-x^2y=xy+2x^2y-x^2y=xy(1+x).
\]

Therefore

\[
\delta=\frac{2x^2y(1+x)}{(1+2x)Z}
=xy\cdot\frac{1+x}{1+2x}\cdot\frac{2x}{Z}.
\]

Both fractions on the right lie between 0 and 1, because \(x\) and \(y\) are positive. This gives the bound

\[
0<\delta<xy=e^{-(E_d+U-\mu)/kT}.
\]

The condition for the boxed formula is now plain: the chemical potential must lie several \(kT\) below \(E_d+U\), the energy at which a second electron is added. It is not enough that \(U\gg kT\). To see this, put \(\mu=E_d+U\), so that \(xy=1\). Then \(Z=1+3x\) and

\[
\langle n\rangle=\frac{4x}{1+3x}\longrightarrow\frac43
\qquad (x=e^{U/kT}\to\infty),
\]

whereas the boxed formula would give 1. However large \(U/kT\) is, a chemical potential this high brings the pair state into play.

The ionized fraction has a simple error of its own. At given \(\mu\), its true value is \(1/Z\), and the approximate value is \(1/(1+2x)\). Relative to the approximate value, the deficit is

\[
1-\frac{1+2x}{Z}=\frac{x^2y}{Z}=P_2 ,
\]

the probability of finding two electrons. This relative error is small whenever pairs are rare. At low temperature a different comparison matters: the ionized fraction is then tiny, and \(P_2\) can be as large as \(P_0\) although both are far below 1. The second half shows the effect on the carrier density.

### Where the factor comes from

The spin degeneracy alone does not produce the boxed formula. If the repulsion is switched off, then \(y=1\), \(Z=1+2x+x^2=(1+x)^2\), and

\[
\langle n\rangle_{U=0}=\frac{2x(1+x)}{(1+x)^2}
=\frac{2x}{1+x}=2f,\qquad
f=\frac{1}{e^{(E_d-\mu)/kT}+1}.
\]

The grand partition function factorizes into one factor per spin, and each spin state is filled according to the Fermi function \(f\). With strong repulsion, \(1+2x\) does not split into such a product. Two ingredients are needed together: two spin states, and the exclusion of the pair.

The Fermi function survives in a conditional sense. Suppose it is known that no spin-down electron is present. The remaining possibilities are "empty" and "spin up", with weights 1 and \(x\), so the chance of a spin-up electron is \(x/(1+x)=f\). Let \(p\) be the unconditional probability of spin up. By symmetry it is also that of spin down. Under exclusion, spin up can be filled when spin down is absent, which has probability \(1-p\). Thus

\[
p=(1-p)f\quad\Longrightarrow\quad p=\frac{f}{1+f}.
\]

Inserting \(f=x/(1+x)\) gives \(p=x/(1+2x)\), and the two spins together give \(2p=2x/(1+2x)\), as before. The blocking factor \(1-p\) is what the independent-level picture omits.

The limits show where each simpler picture holds:

- For \(\mu\) far below \(E_d\), \(x\ll1\) and \(\langle n\rangle\approx2x\). This agrees with \(2f\) to first order in \(x\), because two electrons rarely meet on a nearly empty donor. A spinless level would give \(x\), half as much.
- For \(\mu\) far above \(E_d\) but still far below \(E_d+U\), \(\langle n\rangle\approx1\), and the ionized fraction is about \(1/(2x)\). A spinless level would give \(1/x\), twice as much. The independent-spin picture would put two electrons on the donor.

### Half filling and the free energy of the neutral donor

The donor is half filled when \(2x=1\), that is

\[
\mu=E_d-kT\ln2 .
\]

The shift is an entropy effect. A neutral donor can be in either of two spin states, so it carries the entropy \(k\ln2\) and the free energy \(E_d-kT\ln2\). In terms of this free energy the boxed formula looks like a Fermi function, since \(2x=\exp\{[\mu-(E_d-kT\ln2)]/kT\}\). The level it contains, however, moves with temperature.

### Excited orbitals change the number

A donor may have further bound orbitals, at heights \(\Delta_j\) above the lowest one. If every state with two or more electrons remains negligible, each orbital adds two one-electron states of weight \(x e^{-\Delta_j/kT}\). With the lowest orbital included as \(\Delta=0\),

\[
Z=1+g\,x,\qquad g=2\sum_j e^{-\Delta_j/kT},\qquad
\langle n\rangle=\frac{1}{1+\frac1g e^{(E_d-\mu)/kT}} .
\]

The sum is meant for a finite number of orbitals; for the endless series of bound orbitals of an ideal Coulomb centre it would diverge. The factor is close to two when the terms of all excited orbitals together are small compared with 1. If several orbitals lie at the same height, \(kT\) must be correspondingly further below the excitation energy.

### Numbers for one donor

Take round model values: \(B=50\) meV, so \(E_d=-50\) meV, and \(U=47\) meV. The second electron then sits at \(E_d+U=-3\) meV, weakly bound. At \(T=100\) K, \(kT=8.6173\) meV. Put \(\mu=E_d\), so that \(x=1\). Then

\[
y=e^{-47/8.6173}=0.00428,\qquad
\langle n\rangle=\frac{2+2(0.00428)}{3+0.00428}=0.6686 .
\]

With pairs excluded the value is \(2/3=0.6667\). The error is 0.0019 electrons, below the bound \(xy=0.0043\), and the probability of two electrons is \(0.00428/3.00428=0.0014\). Without repulsion the mean number would be 1, and for a spinless level it would be 0.5.

Half filling lies at \(\mu=-50-8.6173\ln2=-55.97\) meV.

An excited orbital 10 meV above the lowest would give \(g=2(1+e^{-10/8.6173})=2.627\) and, with pairs excluded, \(\langle n\rangle=2.627/3.627=0.724\) at \(\mu=E_d\). In this example the excited orbital changes the occupation far more than the finite repulsion does.

## Second half: many donors and carrier freeze-out

### Symbols and results carried over

A donor has the one-electron energy \(E_d=-B\), measured from the conduction-band edge, and two electrons on it repel with energy \(U\). With \(x=e^{(\mu-E_d)/kT}\) and \(y=e^{-U/kT}\), the weights of the empty donor, the neutral donor (both spins together) and the doubly occupied donor are \(1\), \(2x\) and \(x^2y\). When \(\mu\) lies several \(kT\) below \(E_d+U\), the pair can be dropped, and

\[
\langle n\rangle=\frac{2x}{1+2x},\qquad P_0=\frac{1}{1+2x}.
\]

So far \(\mu\) was given. In a real crystal it is fixed by charge neutrality, and finding it gives the carrier density.

### From one donor to many

Let the donors be so dilute that their orbitals do not overlap and the energy of one does not depend on the state of another. The total energy and electron number are then sums over donors, the weight of a joint state is a product, and the sum over joint states factorizes. For \(L\) equal donors,

\[
Z_L=Z^L,\qquad
kT\frac{\partial\ln Z_L}{\partial\mu}=L\,kT\frac{\partial\ln Z}{\partial\mu}=L\langle n\rangle .
\]

The same law can be reached by counting, without a grand partition function. Let \(M\) of the \(L\) donors hold one electron each and the others none. The occupied donors can be chosen in \(L!/[M!(L-M)!]\) ways, and each electron has two spin directions, so the number of arrangements is

\[
W=\frac{L!}{M!\,(L-M)!}\,2^M .
\]

The free energy is \(F=ME_d-kT\ln W\). For large numbers \(\ln M!\approx M\ln M-M\), whose derivative with respect to \(M\) is \(\ln M\). The derivative of \(-\ln(L-M)!\) is \(+\ln(L-M)\). Therefore

\[
\mu=\frac{\partial F}{\partial M}
=E_d-kT\left[-\ln M+\ln(L-M)+\ln2\right]
=E_d-kT\ln\frac{2(L-M)}{M}.
\]

Solving for the ratio of occupied to empty donors gives \(M/(L-M)=2x\), hence \(M/L=2x/(1+2x)\). The factor two is seen here as the spin entropy of the trapped electrons.

We now have the occupation of a donor at a given chemical potential, and the same law holds for many independent donors. It remains to find the chemical potential from charge neutrality, and with it the density of electrons in the conduction band.
